# Film Stress from Wafer Curvature: The Stoney Equation Worked Through: a program that tests the result

```python
"""Film stress from wafer curvature (Stoney equation).

Result under test: stress = M_s h_s^2 / (6 h_f R)
M_s: biaxial modulus of wafer; h_s, h_f: wafer and film thickness;
R: radius belonging to the CHANGE of curvature caused by the film.
Film on top; positive curvature means raised edges; tension is positive.
The tests minimize elastic energies and solve a nonlinear disc problem.
All quantities are in SI units inside the program.
"""
import numpy as np
from scipy.constants import g
from scipy.optimize import root

# Given data
h_f, h_s, M_s, R = 500e-9, 725e-6, 180e9, 50.0
kappa = 1 / R
# Rough typical values for a nitride film on a 200 mm silicon wafer
a = 0.100
C11, C12, C44 = 166e9, 64e9, 80e9
M_f = 200e9
M_soft = 5e9
density = 2330.0
initial_bow = 10e-6
thickness_tolerance = 15e-6
expansion_mismatch = 1e-6
temperature_step = 330.0


def stoney(curvature, wafer=h_s, film=h_f, modulus=M_s):
    return modulus * wafer**2 * curvature / (6 * film)


def mean_stress_finite(curvature, wafer, film, Ms, Mf):
    return (curvature * (Ms * wafer**3 + Mf * film**3)
            / (6 * film * (wafer + film)))


def flat_stress_finite(curvature, wafer, film, Ms, Mf):
    s = mean_stress_finite(curvature, wafer, film, Ms, Mf)
    return (s * (1 + Mf * film / (Ms * wafer))
            + Mf * curvature * (wafer + film) / 2)


def relax_section(flat_stress, wafer, film, Ms, Mf, grading=0.0):
    """Minimize the integral of M(z)*(strain)^2 over the section.
    Returns curvature and mean film stress."""
    x, w = np.polynomial.legendre.leggauss(8)
    z = np.concatenate([x * wafer / 2, wafer / 2 + film * (x + 1) / 2])
    weight = np.concatenate([w * wafer / 2 * Ms, w * film / 2 * Mf])
    mismatch = np.concatenate(
        [np.zeros(8), flat_stress / Mf * (1 + grading * x)])
    scale = np.sqrt(weight / (Ms * wafer))
    matrix = scale[:, None] * np.column_stack([np.ones(16), -z / wafer])
    e0, bend = np.linalg.lstsq(matrix, -scale * mismatch, rcond=None)[0]
    strain = e0 - bend * z / wafer + mismatch
    return bend / wafer, Mf * np.sum(w * strain[8:]) / 2


# Layered section: example, then thick films where Stoney must fail
sigma = stoney(kappa)
sigma_mean = mean_stress_finite(kappa, h_s, h_f, M_s, M_f)
sigma_flat = flat_stress_finite(kappa, h_s, h_f, M_s, M_f)
for film, Mf in [(h_f, M_f), (0.1 * h_s, M_f), (0.3 * h_s, 3 * M_s)]:
    flat = flat_stress_finite(kappa, h_s, film, M_s, Mf)
    k_num, s_num = relax_section(flat, h_s, film, M_s, Mf)
    assert abs(k_num / kappa - 1) < 1e-8
    s_formula = mean_stress_finite(kappa, h_s, film, M_s, Mf)
    assert abs(s_num / s_formula - 1) < 1e-8
k_example, s_example = relax_section(sigma_flat, h_s, h_f, M_s, M_f)
eta = h_f / h_s
# The leading relative error of Stoney is the thickness ratio
assert abs((stoney(k_example) / s_example - 1) / eta - 1) < 0.01
# A tensile film on top raises the edges; a compressive one lowers them
assert k_example > 0
assert relax_section(-sigma_flat, h_s, h_f, M_s, M_f)[0] < 0
# Curvature does not depend on film modulus at leading order
k_soft, s_soft = relax_section(sigma_flat, h_s, h_f, M_s, M_soft)
assert abs(stoney(k_soft) / s_soft - 1) < 2 * eta
# A film graded from zero to twice the mean stress bends almost equally
k_graded, s_graded = relax_section(sigma_flat, h_s, h_f, M_s, M_f, 1.0)
grading_effect = k_graded / k_example - 1
assert abs(grading_effect) < eta
assert abs(sigma / 1e6 - 630) < 1.5


def in_plane_constants(angle):
    """Young modulus, Poisson ratio and biaxial modulus in a (001) plane,
    from a rotated stiffness tensor with zero normal stress."""
    d = np.eye(3)
    c = C12 * np.einsum('ij,kl->ijkl', d, d)
    c += C44 * (np.einsum('ik,jl->ijkl', d, d)
                + np.einsum('il,jk->ijkl', d, d))
    for i in range(3):
        c[i, i, i, i] += C11 - C12 - 2 * C44
    co, si = np.cos(angle), np.sin(angle)
    q = np.array([[co, si, 0], [-si, co, 0], [0, 0, 1]])
    c = np.einsum('ai,bj,ck,dl,ijkl->abcd', q, q, q, q, c)
    pairs = [(0, 0), (1, 1), (2, 2), (1, 2), (0, 2), (0, 1)]
    voigt = np.array([[c[p + r] for r in pairs] for p in pairs])
    s = np.linalg.inv(voigt / 1e9) / 1e9
    assert abs(s[0, 5] + s[1, 5]) < 1e-9 * s[0, 0]
    return 1 / s[0, 0], -s[0, 1] / s[0, 0], 1 / (s[0, 0] + s[0, 1])


M_cubic = C11 + C12 - 2 * C12**2 / C11
for degrees in (0, 20, 45):
    E_dir, nu_dir, M_dir = in_plane_constants(np.radians(degrees))
    assert abs(M_dir / M_cubic - 1) < 1e-9
    assert abs(E_dir / (1 - nu_dir) / M_cubic - 1) < 1e-9
E100, nu100, _ = in_plane_constants(0.0)
E110, nu110, _ = in_plane_constants(np.pi / 4)
assert abs(M_cubic / M_s - 1) < 0.01


def solve_disc(film_force, pressure, nu):
    """Nonlinear axisymmetric disc with free in-plane edge.
    Radius is scaled by a, deflection by h_s. Returns the edge slope
    divided by a, and the height of the edge above the centre."""
    x, w = np.polynomial.legendre.leggauss(24)
    x = (x + 1) / 2
    w = w / 2 * x
    n = 5
    powers = 2 * np.arange(n) + 1
    B = x[:, None]**powers
    dB = powers * x[:, None]**(powers - 1)
    Bx = B / x[:, None]
    stretch = M_s * h_s / (1 + nu)
    F = film_force * a**2 / (stretch * h_s**2)
    G = pressure * a**4 / (stretch * h_s**3)

    def gradient(v):
        U, P = v[:n], v[n:]
        slope = B @ P
        er = dB @ U + slope**2 / 2
        et = Bx @ U
        kr, kt = dB @ P, Bx @ P
        Nr, Nt = er + nu * et + F, et + nu * er + F
        Mr = (kr + nu * kt) / 12 - F / 2
        Mt = (kt + nu * kr) / 12 - F / 2
        gU = dB.T @ (w * Nr) + Bx.T @ (w * Nt)
        gP = (B.T @ (w * (Nr * slope - G * x / 2))
              + dB.T @ (w * Mr) + Bx.T @ (w * Mt))
        return np.concatenate([gU, gP])

    result = root(gradient, np.zeros(2 * n), tol=1e-12)
    assert np.max(np.abs(gradient(result.x))) < 1e-9
    P = result.x[n:]
    return P.sum() * h_s / a**2, h_s * np.sum(P / (powers + 1))


# Nonlinear bending: energy estimate against the full disc solution
force = sigma * h_f
K = a**2 * kappa / (4 * h_s)
nonlinear = {}
for name, nu in (("100", nu100), ("110", nu110)):
    k_edge, _ = solve_disc(force, 0.0, nu)
    numerical = kappa / k_edge - 1
    estimate = (1 - nu) * (a**2 * k_edge / (4 * h_s))**2
    assert abs(numerical / estimate - 1) < 0.05  # next order in K^2
    nonlinear[name] = (numerical, (1 - nu) * K**2)
# At a hundredth of the load the linear formula must return
k_small, bow_small = solve_disc(force / 100, 0.0, nu100)
assert abs(k_small / (kappa / 100) - 1) < 1e-5
assert abs(bow_small / (a**2 * kappa / 200) - 1) < 1e-5

# Bow of the bent wafer: parabola against true spherical cap
bow = a**2 / (2 * R)
assert abs((R - np.sqrt(R**2 - a**2)) / bow - 1) < 1e-5

# Gravity sag of a wafer resting on its rim
weight_pressure = density * g * h_s
rigidity = M_s * h_s**3 / (12 * (1 + nu100))
sag = ((5 + nu100) / (64 * (1 + nu100))
       * weight_pressure * a**4 / rigidity)
k_grav, sag_num = solve_disc(0.0, weight_pressure, nu100)
assert abs(sag_num / sag - 1) < 0.005  # weak nonlinear stiffening
# Subtracting a reading before deposition removes the sag
_, bow_both = solve_disc(force, weight_pressure, nu100)
_, bow_film = solve_disc(force, 0.0, nu100)
sag_residue = (bow_both - sag_num) / bow_film - 1
assert abs(sag_residue) < 0.01

initial_curvature = 2 * initial_bow / a**2
initial_error = stoney(initial_curvature)
thickness_error = stoney(kappa, wafer=h_s + thickness_tolerance) / sigma - 1
thermal_change = M_f * expansion_mismatch * temperature_step


def show(label, value, unit, digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


print("GIVEN DATA AND MAIN RESULT")
show("film thickness", h_f * 1e9, "nm")
show("wafer thickness", h_s * 1e6, "um")
show("wafer biaxial modulus", M_s / 1e9, "GPa")
show("radius of curvature", R, "m")
show("curvature", kappa, "1/m")
show("film stress, Stoney", sigma / 1e6, "MPa", 5)
show("film stress, Stoney", sigma / 1e9, "GPa", 3)
show("film force per width", force, "N/m")
print("FINITE FILM THICKNESS")
show("rough film biaxial modulus", M_f / 1e9, "GPa")
show("thickness ratio film/wafer", eta, "")
show("mean film stress, finite thickness", sigma_mean / 1e6, "MPa", 5)
show("film stress if held flat", sigma_flat / 1e6, "MPa", 5)
show("curvature change from graded stress", grading_effect * 100, "%", 2)
print("SILICON (001), ROUGH ELASTIC CONSTANTS")
show("C11", C11 / 1e9, "GPa")
show("C12", C12 / 1e9, "GPa")
show("C44", C44 / 1e9, "GPa")
show("biaxial modulus from constants", M_cubic / 1e9, "GPa")
show("Young modulus along [100]", E100 / 1e9, "GPa")
show("Young modulus along [110]", E110 / 1e9, "GPa")
show("Poisson ratio along [100]", nu100, "", 3)
show("Poisson ratio along [110]", nu110, "", 2)
show("wrong stress if E[100] replaces M", stoney(kappa, modulus=E100) / 1e6,
     "MPa", 3)
print("NEGLECTED EFFECTS, ROUGH INPUTS")
show("wafer radius", a * 1e3, "mm")
show("bow from film", bow * 1e6, "um")
show("bending parameter K", K, "", 3)
for name in ("100", "110"):
    show(f"nonlinear correction, nu[{name}], disc solution",
         nonlinear[name][0] * 100, "%", 3)
    show(f"nonlinear correction, nu[{name}], estimate",
         nonlinear[name][1] * 100, "%", 3)
show("assumed initial bow", initial_bow * 1e6, "um")
show("stress error if initial bow ignored", initial_error / 1e6, "MPa", 3)
show("assumed wafer density", density, "kg/m3")
show("gravity sag on rim support", sag * 1e6, "um", 3)
show("sag relative to film bow", sag / bow * 100, "%", 3)
show("bow error left after subtraction", sag_residue * 100, "%", 2)
show("assumed wafer thickness error", thickness_tolerance * 1e6, "um")
show("resulting stress error", thickness_error * 100, "%", 3)
show("assumed expansion mismatch", expansion_mismatch * 1e6, "ppm/K")
show("assumed temperature step", temperature_step, "K")
show("size of thermal stress change", thermal_change / 1e6, "MPa", 3)
print("PLAUSIBILITY OF THE FILM")
show("elastic strain in nitride", sigma / M_f * 100, "%", 3)
show("rough fluorocarbon biaxial modulus", M_soft / 1e9, "GPa")
show("linear strain needed in fluorocarbon", sigma / M_soft * 100, "%", 3)
print("finished without a failed check")
```

It prints:

```
GIVEN DATA AND MAIN RESULT
film thickness: 500 nm
wafer thickness: 725 um
wafer biaxial modulus: 180 GPa
radius of curvature: 50 m
curvature: 0.02 1/m
film stress, Stoney: 630.75 MPa
film stress, Stoney: 0.631 GPa
film force per width: 315.4 N/m
FINITE FILM THICKNESS
rough film biaxial modulus: 200 GPa
thickness ratio film/wafer: 0.0006897
mean film stress, finite thickness: 630.32 MPa
film stress if held flat: 632.25 MPa
curvature change from graded stress: 0.023 %
SILICON (001), ROUGH ELASTIC CONSTANTS
C11: 166 GPa
C12: 64 GPa
C44: 80 GPa
biaxial modulus from constants: 180.7 GPa
Young modulus along [100]: 130.4 GPa
Young modulus along [110]: 169.7 GPa
Poisson ratio along [100]: 0.278
Poisson ratio along [110]: 0.061
wrong stress if E[100] replaces M: 457 MPa
NEGLECTED EFFECTS, ROUGH INPUTS
wafer radius: 100 mm
bow from film: 100 um
bending parameter K: 0.069
nonlinear correction, nu[100], disc solution: 0.339 %
nonlinear correction, nu[100], estimate: 0.343 %
nonlinear correction, nu[110], disc solution: 0.44 %
nonlinear correction, nu[110], estimate: 0.447 %
assumed initial bow: 10 um
stress error if initial bow ignored: 63.1 MPa
assumed wafer density: 2330 kg/m3
gravity sag on rim support: 23.9 um
sag relative to film bow: 23.9 %
bow error left after subtraction: -0.46 %
assumed wafer thickness error: 15 um
resulting stress error: 4.18 %
assumed expansion mismatch: 1 ppm/K
assumed temperature step: 330 K
size of thermal stress change: 66 MPa
PLAUSIBILITY OF THE FILM
elastic strain in nitride: 0.315 %
rough fluorocarbon biaxial modulus: 5 GPa
linear strain needed in fluorocarbon: 12.6 %
finished without a failed check
```
